# Collective Diffusion and Drift Mobility of Vacancies under Site Exclusion, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The model, the theorem and collective diffusion

### Definitions and conventions

The vacancies live on the sites of a simple cubic lattice with spacing \(a\). In an oxide with the fluorite structure the lattice is the oxygen sublattice, and a jump of a vacancy is the jump of a neighbouring oxygen ion in the opposite direction. The lattice has \(M\) sites and is periodic, with at least three sites along each axis, so that the six neighbours of a site are distinct. The occupation number \(n_i\) is 1 if site \(i\) holds a vacancy and 0 if it holds an ion. Angle brackets denote an average over the probability distribution of configurations, and \(c\) is the mean occupancy in a uniform state. The number of vacancies per volume is \(\rho=c/a^3\).

The algebra uses atomic units, in which the elementary charge, the electron mass, \(\hbar\) and \(4\pi\varepsilon_0\) are 1. A vacancy has charge \(Z\) relative to the perfect lattice; \(Z=+2\) when an oxygen ion of charge \(-2\) is missing. The temperature enters through the energy \(k_BT\). A uniform electric field \(F\) points along \(+x\), so the force on a vacancy is \(ZF\).

The following assumptions define the model.

1. All sites have the same energy when \(F=0\), and all jump paths are equivalent.
2. A vacancy jumps to a given neighbouring site at rate \(\Gamma\) if that site holds no vacancy, and at rate zero if it does. The rate does not depend on the occupation of any other site.
3. The jumps are Markovian: the rates depend on the present configuration and not on earlier ones.
4. Coulomb forces between vacancies are left out. Immobile charge is supposed to keep the uniform state neutral.

Assumption 2 is what "interacting only through site exclusion" means here. A second vacancy can forbid a jump, but it cannot alter the rate of a jump that is allowed.

**Jump rates in a field.** Let \(B(F)\) be the energy barrier for a jump along \(+x\). The path is assumed to be symmetric under reflection in the plane halfway between its two sites. Reflection turns a backward jump in the field \(F\) into a forward jump in the field \(-F\), so the backward barrier is \(B(-F)\). Both barriers are measured up to the same saddle energy. Their difference is therefore the energy of the final site minus that of the initial site:
\[
B(F)-B(-F)=-ZFa .
\]
The part of \(B\) that is odd in \(F\) is half of this difference, \(-ZFa/2\). The even part changes forward and backward rates by a common factor, which begins at order \(F^2\) and is neglected, as is any field dependence of the attempt frequency. With
\[
u=\frac{ZFa}{k_BT},
\]
the rates along and against the field are
\[
\Gamma_+=\Gamma e^{u/2},\qquad \Gamma_-=\Gamma e^{-u/2}.
\]
Jumps perpendicular to the field keep the rate \(\Gamma\).

**The two transport coefficients.** The collective diffusion coefficient \(D\) relates the particle flux density to a gradient of density at zero field, \(j=-D\,\partial\rho/\partial x\). The drift mobility \(\mu\) is the mean velocity per vacancy in a uniform stationary state with independently filled sites, divided by the field, in the limit of a weak field. It is an average over all vacancies, including those whose jumps are blocked at the moment.

### Theorem

Under the assumptions above:

(a) At \(F=0\) the mean occupations obey a closed linear equation for any initial distribution, and the collective diffusion coefficient is
\[
D=\Gamma a^2
\]
for every occupancy \(c\).

(b) In a uniform field, a state in which sites are filled independently with probability \(c\) is stationary. The mean velocity per vacancy is
\[
v=a(1-c)(\Gamma_+-\Gamma_-),
\]
and the weak-field mobility is
\[
\mu(c)=(1-c)\frac{ZD}{k_BT}.
\]

Part (a) is proved next, and part (b) in the second half.

### Lemma 1: pair terms cancel on a symmetric bond

*At zero field,*
\[
\frac{d\langle n_i\rangle}{dt}
=\Gamma\sum_{j\sim i}\left(\langle n_j\rangle-\langle n_i\rangle\right),
\]
*where \(j\sim i\) means that \(j\) is one of the six neighbours of \(i\).*

*Proof.* Fix a configuration and consider a short time \(dt\). The number \(n_i\) grows by 1 if a vacancy arrives from a neighbour \(j\). This needs a vacancy at \(j\) and none at \(i\), and its probability is \(\Gamma n_j(1-n_i)\,dt\). The number falls by 1 if the vacancy at \(i\) leaves for \(j\), with probability \(\Gamma n_i(1-n_j)\,dt\). The expected change is the sum of gains minus losses. Averaging over configurations gives
\[
\frac{d\langle n_i\rangle}{dt}
=\Gamma\sum_{j\sim i}\left\langle n_j(1-n_i)-n_i(1-n_j)\right\rangle .
\]
The bracket expands to
\[
n_j-n_jn_i-n_i+n_in_j=n_j-n_i .
\]
The two products are equal and have opposite signs, so they vanish before the average is taken. \(\square\)

No approximation of the form \(\langle n_in_j\rangle\approx\langle n_i\rangle\langle n_j\rangle\) has been made. The occupations may be strongly correlated, and the correlations may change with time, but they do not enter the equation for the mean.

This statement was tested on a periodic rectangle of 4 by 3 sites with five vacancies. The initial distribution gave equal weight to two particular configurations, which is a correlated state. The probabilities of all configurations were propagated to the time \(0.7/\Gamma\), and the resulting mean occupations were compared with the solution of the linear equation for one particle. The largest difference in any occupation was \(3\times10^{-16}\), which is rounding error.

### Proof of part (a)

Take a mean occupation that varies along \(x\) as
\[
\langle n_i\rangle=c+A(t)\cos(kx_i).
\]
The amplitude need not be small, provided that every mean occupation lies between 0 and 1. The four neighbours perpendicular to \(x\) have the same mean occupation as site \(i\) and contribute nothing. The other two contribute
\[
\cos[k(x_i+a)]+\cos[k(x_i-a)]-2\cos(kx_i).
\]
The sum of the first two cosines is \(2\cos(kx_i)\cos(ka)\), so the whole expression is \(-2[1-\cos(ka)]\cos(kx_i)\). Lemma 1 then gives
\[
\frac{dA}{dt}=-\lambda_kA,\qquad \lambda_k=2\Gamma[1-\cos(ka)].
\]
For a wavelength much longer than the spacing,
\[
1-\cos(ka)=\frac{k^2a^2}{2}-\frac{k^4a^4}{24}+\cdots,
\]
and hence
\[
\lambda_k=\Gamma a^2k^2\left(1-\frac{k^2a^2}{12}+\cdots\right).
\]
A wave obeying the diffusion equation \(\partial c/\partial t=D\,\partial^2c/\partial x^2\) decays at the rate \(Dk^2\). Comparison gives \(D=\Gamma a^2\), and \(c\) appears nowhere in the decay rate. \(\square\)

The flux gives the same factor. The net flow through one bond from \(x\) to \(x+a\) is
\[
\Gamma\left(\langle n_x\rangle-\langle n_{x+a}\rangle\right)
\approx-\Gamma a\frac{\partial c}{\partial x}.
\]
Each bond along \(x\) occupies a cross-section \(a^2\), so the flux density is \(-(\Gamma/a)\,\partial c/\partial x\). Since \(c=a^3\rho\), this equals \(-\Gamma a^2\,\partial\rho/\partial x\), in agreement with the definition of \(D\).

For a wave in a general direction the contributions of the three axes add:
\[
\lambda_{\mathbf k}=2\Gamma\sum_{\alpha=x,y,z}[1-\cos(k_\alpha a)]
\approx\Gamma a^2(k_x^2+k_y^2+k_z^2).
\]
Long-wavelength diffusion is therefore isotropic on the cubic lattice.

### Remark 1: where the blocking goes

It may seem that blocked jumps must slow diffusion by the factor \(1-c\). To see what happens, suppose for illustration that two neighbouring sites have independent occupations with means \(c_i\) and \(c_j\). Let \(\bar c=(c_i+c_j)/2\). The net flow from \(i\) to \(j\), divided by \(\Gamma\), can be split as
\[
c_i(1-c_j)-c_j(1-c_i)
=(1-\bar c)(c_i-c_j)+\bar c\,[(1-c_j)-(1-c_i)].
\]
The second bracket equals \(c_i-c_j\), so the two terms add to \((1-\bar c+\bar c)(c_i-c_j)\), which is the left side.

The first term is the flow caused by the difference in the number of vacancies, reduced by blocking. The second is caused by the difference in the number of free destinations: the side with fewer vacancies has more room to receive them. It restores what blocking removed from the first term. In a uniform state driven by a field there is no difference in free destinations, and no such compensation. This is the physical origin of the different behaviour of \(D\) and \(\mu\).

### Remark 2: bonds with unequal rates

Suppose that the rate from \(i\) to \(j\) is \(\Gamma_{ij}\) and the reverse rate is \(\Gamma_{ji}\). The net flow is then
\[
\Gamma_{ij}\langle n_i(1-n_j)\rangle-\Gamma_{ji}\langle n_j(1-n_i)\rangle,
\]
and multiplying out gives
\[
\Gamma_{ij}\langle n_i\rangle-\Gamma_{ji}\langle n_j\rangle
-(\Gamma_{ij}-\Gamma_{ji})\langle n_in_j\rangle .
\]
The pair term disappears if the two rates on the bond are equal. Two consequences follow.

If barriers differ from bond to bond but all sites have the same energy, then \(\Gamma_{ij}=\Gamma_{ji}\) on each bond. The mean occupations still obey a linear equation that does not contain \(c\). Its long-wavelength diffusion coefficient is no longer \(\Gamma a^2\) with a single \(\Gamma\), but it remains independent of occupancy.

If sites differ in energy, detailed balance makes the two rates on a bond unequal. The pair term survives, and part (a) loses its proof. Binding of vacancies to dopant ions is of this kind. A field also makes the two rates unequal, and the surviving pair term then produces the factor \(1-c\) in the mobility.

### Remark 3: interaction beyond exclusion

The assumption that allowed jumps have a fixed rate is essential. If the rate in both directions across a bond were the same function \(w\) of the surrounding occupations, the net flow would be \(\langle w(n_i-n_j)\rangle\). This still contains correlations with the surroundings and does not close.

A comparison on a ring of eight sites shows how large the effect of an interaction can be. Its rates depend on the surroundings and, unlike \(w\), may differ between the two directions across a bond. Let neighbouring vacancies repel with energy \(2k_BT\) per pair, and let a jump that changes the energy by \(\Delta E\) have the rate \(\Gamma\exp(-\Delta E/2k_BT)\). Consider the longest density wave,
\[
R=\sum_i n_i\cos(kx_i),\qquad ka=\frac{2\pi}{8},
\]
in equilibrium. Its correlation function is \(C(t)=\langle R(0)R(t)\rangle\), and its initial decay rate is \(-C'(0)/C(0)\).

With exclusion alone, the argument of Lemma 1 applies to each starting configuration. The expected rate of change of \(R\) is \(-\lambda_kR\), so the decay rate is
\[
\lambda_k=2\Gamma[1-\cos(\pi/4)]=0.5858\,\Gamma
\]
for any number \(N\) of vacancies for which the wave can fluctuate. The computed rates for \(N=1,2,4,6\) all have this value. With the repulsion they are 0.5858, 0.9102, 1.9390 and 0.9102 in units of \(\Gamma\).

The value for \(N=1\) is unchanged because there is no second vacancy to repel. The equality for \(N=2\) and \(N=6\) follows from exchanging vacancies and ions. On this ring, the number of neighbouring ion pairs equals the number of neighbouring vacancy pairs plus \(8-2N\), which is constant during the motion. Each jump therefore has the same \(\Delta E\) in either description, and the exchange merely changes the sign of \(R\). At half filling the repulsion raises the initial decay rate by a factor of 3.3 for this ring and this choice of rates. The independence of \(c\) is thus a property of pure exclusion, not of lattice diffusion in general.

### Remark 4: collective motion and one tagged vacancy

The coefficient \(D\) describes how a difference in density relaxes. The numbers \(n_i\) do not record which vacancy is where, so \(D\) does not give the mean square displacement of a tagged vacancy. In a uniform equilibrium state a tagged vacancy in a large lattice attempts six directions and finds each destination free with probability \(1-c\), so its mean jump rate is \(6\Gamma(1-c)\). Its successive jumps need not be independent, and its diffusion coefficient is not derived here.

## Part II. Drift mobility, thermodynamics and an oxide example

### Symbols and results carried over

Vacancies of charge \(Z\) occupy a fraction \(c\) of the \(M\) sites of a periodic simple cubic lattice with spacing \(a\), and \(n_i\) is 0 or 1. At zero field a vacancy jumps to each empty neighbour at rate \(\Gamma\). A field \(F\) along \(+x\) changes the rates along and against it to \(\Gamma_\pm=\Gamma e^{\pm u/2}\), with \(u=ZFa/k_BT\). Part I showed that the collective diffusion coefficient is \(D=\Gamma a^2\) for every \(c\), because the pair terms cancel when the two rates on a bond are equal. In a field those rates differ, so the distribution of pairs is needed.

### Lemma 2: the field leaves all configurations equally likely

*For a fixed number \(N\) of vacancies on the periodic lattice, the distribution that gives every configuration the same probability is stationary at any uniform field along \(x\).*

*Proof.* With equal probabilities, stationarity requires that the total rate of leaving each configuration equal the total rate of entering it from others.

Choose a configuration. Let \(P\) be the number of bonds along \(x\) with a vacancy on the left site and none on the right, and \(Q\) the number with the opposite arrangement. Going once around a periodic row, each change from occupied to empty must be matched by a change from empty to occupied. Hence \(P=Q\) in each row and in the whole lattice.

A forward jump can leave the configuration through each of the \(P\) bonds, and a backward jump through each of the \(Q\) bonds. The rate of leaving by motion along \(x\) is
\[
\Gamma_+P+\Gamma_-Q .
\]
After a forward jump the left site is empty and the right site occupied. Forward jumps can therefore have led into the configuration through its \(Q\) bonds, and backward jumps through its \(P\) bonds. The rate of entering is
\[
\Gamma_+Q+\Gamma_-P .
\]
The two rates agree because \(P=Q\). For perpendicular jumps the forward and backward rates are both \(\Gamma\), so the rates of leaving and entering agree as well. \(\square\)

Any configuration can be changed into any other with the same \(N\) by a sequence of allowed jumps, so this stationary distribution is the only one at fixed \(N\). It is not an equilibrium state when \(F\neq0\), since it carries a current around the periodic lattice.

If each site is filled independently with probability \(c\), all configurations with the same \(N\) have the same probability, \(c^N(1-c)^{M-N}\). The jumps conserve \(N\), so this distribution is stationary too.

We have shown that the collective diffusion coefficient is \(D=\Gamma a^2\) at every occupancy, and that a uniform field leaves all configurations with the same number of vacancies equally likely. It remains to derive the drift mobility from this stationary state, relate it to \(D\), and apply the results to an oxide example.
